\section*{Derivative coupling, diagonal correction and geometric phase at a circular cone}

\section*{The model}

Two electronic states depend on two nuclear coordinates $x=\rho\cos\phi$ and $y=\rho\sin\phi$, both with mass $M$. In a fixed, real diabatic basis the Hamiltonian is
\begin{equation}
H=-\frac{\hbar^2}{2M}\nabla^2+V_c(\rho)+W,\qquad
W=g\,(x\,\sigma_z+y\,\sigma_x),\qquad g>0 .
\end{equation}
The kinetic energy and the circular potential $V_c$ act equally on both states. The basis is fixed in the sense that its vectors do not depend on $x$ and $y$. Electronic brackets $\langle\cdot|\cdot\rangle$ contain no integration over nuclear positions.

\section*{Part (a): the derivative coupling}

\textbf{Question.} Find the adiabatic energies and real adiabatic states of $W$, and from them the derivative coupling. How far does the result survive if the cone has quadratic terms, or is not circular?

\textbf{Model answer.} In polar coordinates
\begin{equation}
W=g\rho\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix}.
\end{equation}
Its square is $g^2\rho^2$ times the unit matrix and its trace is zero, so its eigenvalues are $\pm g\rho$. The eigenvectors are
\begin{equation}
|+\rangle=\begin{pmatrix}\cos\frac{\phi}{2}\\ \sin\frac{\phi}{2}\end{pmatrix},\qquad
|-\rangle=\begin{pmatrix}-\sin\frac{\phi}{2}\\ \cos\frac{\phi}{2}\end{pmatrix}.
\end{equation}
For example, the first component of $W|+\rangle$ is $g\rho(\cos\phi\cos\frac\phi2+\sin\phi\sin\frac\phi2)=g\rho\cos\frac\phi2$, as required. The states do not depend on $\rho$, and
\begin{equation}
\partial_\phi|+\rangle=\tfrac12|-\rangle,\qquad
\partial_\phi|-\rangle=-\tfrac12|+\rangle .
\label{eq:dphi}
\end{equation}
Since $\nabla=\mathbf e_\rho\partial_\rho+\mathbf e_\phi\rho^{-1}\partial_\phi$,
\begin{equation}
\langle-|\nabla+\rangle=\frac{\mathbf e_\phi}{2\rho},\qquad
\langle+|\nabla-\rangle=-\frac{\mathbf e_\phi}{2\rho}.
\label{eq:nac}
\end{equation}
The magnitude is $1/(2\rho)$ and the direction is angular. The slope $g$ has dropped out, because it sets the energies but not the rotation of the states.

Now write $z=x+iy$ and replace $x,y$ in $W$ by the real and imaginary parts of $w=z+b\,z^{*2}$. The eigenvectors keep their form with $\phi$ replaced by $\theta=\arg w$, and the coupling becomes $\frac12\nabla\theta$. Because $w=z(1+b\rho e^{-3i\phi})$,
\begin{equation}
\theta=\phi-b\rho\sin3\phi+O(\rho^2),\qquad
\rho\,\langle-|\nabla+\rangle_\phi=\tfrac12\partial_\phi\theta
=\tfrac12-\tfrac32 b\rho\cos3\phi+O(\rho^2).
\end{equation}
The radial part, $\frac12\partial_\rho\theta=-\frac12b\sin3\phi+O(\rho)$, stays finite. Hence (\ref{eq:nac}) is the leading term near the apex. With $b=1$ bohr$^{-1}$ and $\phi=0.4$, numerical differentiation of the eigenvectors gives a deviation from $\frac12$ of $-1.091\times10^{-3}$ at $\rho=0.002$ bohr and $-5.446\times10^{-4}$ at half that radius, which is the linear decrease expected.

An elliptic cone is different. For $W=g(x\sigma_z+\kappa y\sigma_x)$ with $\kappa>0$ we have $\tan\theta=\kappa\tan\phi$, so
\begin{equation}
\tfrac12\partial_\phi\theta=\frac{\kappa}{2(\cos^2\phi+\kappa^2\sin^2\phi)} .
\end{equation}
The coupling still grows as $1/\rho$, but its strength depends on direction even at the apex. To have the value $1/(2\rho)$ in every direction, the energy gap must therefore be circular in the coordinates in which the gradient is taken. A linear term common to both states may tilt the cone, since it leaves the eigenvectors unchanged.

\section*{Part (b): the diagonal correction}

\textbf{Question.} Find the diagonal term that the nuclear kinetic energy adds to each adiabatic surface.

\textbf{Model answer.} Let the kinetic energy act on $|\pm\rangle\chi_\pm$ and project on the same electronic state:
\begin{equation}
-\frac{\hbar^2}{2M}\Big[\nabla^2\chi_\pm+2\langle\pm|\nabla\pm\rangle\cdot\nabla\chi_\pm
+\langle\pm|\nabla^2\pm\rangle\chi_\pm\Big].
\end{equation}
For real normalized states $\langle\pm|\nabla\pm\rangle=\frac12\nabla\langle\pm|\pm\rangle=0$. Taking the divergence of this zero gives $\langle\pm|\nabla^2\pm\rangle=-\langle\nabla\pm|\nabla\pm\rangle$. The added term is therefore positive, and with (\ref{eq:dphi})
\begin{equation}
\frac{\hbar^2}{2M}\langle\nabla\pm|\nabla\pm\rangle
=\frac{\hbar^2}{2M}\,\frac{1}{4\rho^2}=\frac{\hbar^2}{8M\rho^2}.
\label{eq:dboc}
\end{equation}
It is the same on both surfaces. For $M=2000$ electron masses and $\rho=0.2$ bohr it is $1/(8\cdot2000\cdot0.04)=1.5625\times10^{-3}$ hartree, or $343$ cm$^{-1}$. At $1.0$ bohr it has fallen to $13.7$ cm$^{-1}$.

\section*{Part (c): the geometric phase}

\textbf{Question.} Which angular factors $e^{i\mu\phi}$ may the nuclear functions have?

\textbf{Model answer.} When $\phi$ increases by $2\pi$, the half-angles in $|\pm\rangle$ increase by $\pi$ and both vectors change sign. The total function $\Psi=|+\rangle\chi_++|-\rangle\chi_-$ has diabatic components that are ordinary functions of position, so it must return to itself. The nuclear functions must then change sign too:
\begin{equation}
e^{2\pi i\mu}=-1\quad\Longrightarrow\quad \mu=\pm\tfrac12,\ \pm\tfrac32,\ \dots
\end{equation}
A loop that does not enclose the apex brings $\phi$ back to its starting value and produces no sign change.

One may instead multiply both electronic states by $e^{i\phi/2}$, which makes them single-valued. The nuclear factor is then $e^{i(\mu-1/2)\phi}$ with an integer exponent, and the missing half reappears as a vector potential in the kinetic energy. The physics is the same. What changes the physics is to keep the real states and use integer $\mu$; this is what ``ignoring the geometric phase'' means below.

\section*{Part (d): the coupled angular motion}

\textbf{Question.} Transform the complete kinetic energy to the adiabatic states. Find the strength of the $1/\rho^2$ barrier for a given $\mu$.

\textbf{Model answer.} Collect the states as columns of $U=(|+\rangle,|-\rangle)$, so that $\Psi=U\chi$ with $\chi=(\chi_+,\chi_-)^T$. From (\ref{eq:dphi}),
\begin{equation}
U^T\partial_\phi U=\begin{pmatrix}0&-\frac12\\ \frac12&0\end{pmatrix}=-\frac{i}{2}\sigma_y ,
\end{equation}
where $\sigma_y$ now acts on the pair of adiabatic surfaces. Hence $\partial_\phi(U\chi)=U(\partial_\phi-\frac i2\sigma_y)\chi$. Applying this twice, and setting $\chi=e^{i\mu\phi}R(\rho)$ so that $\partial_\phi\to i\mu$, gives
\begin{align}
-\frac{\hbar^2}{2M\rho^2}\Big(i\mu-\frac i2\sigma_y\Big)^2
&=\frac{\hbar^2}{2M\rho^2}\Big(\mu-\frac{\sigma_y}{2}\Big)^2\nonumber\\
&=\frac{\hbar^2}{2M\rho^2}\Big(\mu^2+\frac14-\mu\,\sigma_y\Big),
\label{eq:angular}
\end{align}
because $\sigma_y^2=1$. The three terms are the centrifugal energy, the diagonal correction (\ref{eq:dboc}), and the derivative coupling, which transfers amplitude between the surfaces. The radial equation is
\begin{equation}
\Big[-\frac{\hbar^2}{2M}\Big(\frac{d^2}{d\rho^2}+\frac1\rho\frac{d}{d\rho}\Big)
+\frac{\hbar^2}{2M\rho^2}\Big(\mu^2+\frac14-\mu\sigma_y\Big)+V_c+g\rho\,\sigma_z\Big]R=ER .
\label{eq:radial}
\end{equation}

Call the coefficient of $\hbar^2/(2M\rho^2)$ the barrier number. The eigenvectors of $\sigma_y$ with eigenvalues $\pm1$ are $(1,\pm i)^T/\sqrt2$: equal weights on the two surfaces, with a definite relative phase. Their barrier numbers are
\begin{equation}
s_\pm^2=\big(\mu\mp\tfrac12\big)^2 .
\end{equation}
Returning to the diabatic basis shows what they mean:
\begin{equation}
U\,\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm i\end{pmatrix}e^{i\mu\phi}
=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm i\end{pmatrix}e^{i(\mu\mp1/2)\phi}.
\end{equation}
The number $\mu\mp\frac12$ is the ordinary angular momentum in the diabatic basis, an integer when $\mu$ is half-integer. For $\mu=\frac12$ and the upper sign the right-hand side does not depend on $\phi$ at all.

\section*{Part (e): is the correction compensated?}

\textbf{Question.} It is said that the geometric phase compensates the diagonal correction at low angular momentum. Decide for which problem this is true.

\textbf{Model answer.} Consider first a single surface. Setting the other component to zero leaves the diagonal element of (\ref{eq:angular}). Since $\sigma_y$ has no diagonal elements, the barrier number is $\mu^2+\frac14$. For the lowest allowed value, $|\mu|=\frac12$, it is $\frac14+\frac14=\frac12$. The phase adds to the repulsion, and there is no compensation. Keeping the phase but dropping the correction gives $\frac14$; keeping the correction with $\mu=0$ also gives $\frac14$; dropping both gives $0$.

In the coupled problem with $\mu=\frac12$, the combination with $\sigma_y=+1$ has
\begin{equation}
\underbrace{\tfrac14}_{\text{half-integer }\mu}+\underbrace{\tfrac14}_{\text{correction}}
-\underbrace{\tfrac12}_{\text{derivative coupling}}=0 .
\end{equation}
For $\mu=-\frac12$ the same happens with $\sigma_y=-1$. The derivative coupling does the cancelling, and the geometric phase makes it possible by supplying $|\mu|=\frac12$. The other combination has barrier number $1$, so the average over the two is still $\frac12$. A function with $|\mu|=\frac12$ placed on one surface is an equal mixture of both combinations, and only half of it is free of the barrier. A localized packet also contains larger values of $|\mu|$, so its barrier-free share is smaller still.

If the phase is ignored, $\mu$ is an integer and $(\mu\mp\frac12)^2$ is at least $\frac14$. At $\mu=0$ the coupling term $-\mu\sigma_y$ vanishes: the correction stays in full, and the surfaces of this circular model exchange no population. For half-integer $|\mu|\ge\frac32$ the smaller barrier number is $(|\mu|-\frac12)^2\ge1$, so a barrier remains. Complete cancellation is thus confined to $|\mu|=\frac12$.

The behaviour at the apex shows the difference. There the potential terms are negligible beside $1/\rho^2$, and inserting $\rho^s$ into the radial operator gives $s(s-1)+s-s^2=0$ for barrier number $s^2$. The regular solution behaves as $\rho^s$. With the phase and $|\mu|=\frac12$, one combination is finite at the apex; without the phase, every regular solution vanishes at least as fast as $\rho^{1/2}$. For the finite solution, the mean values of the separate terms in (\ref{eq:angular}) contain $\int\rho\,d\rho/\rho^2$ and diverge logarithmically. Their sum gives zero on the combination that is finite at the apex, so the divergent parts cancel. What remains is the finite barrier energy of the other combination, which the cone term mixes in and which vanishes at the apex as $\rho$. Near the apex the terms must be kept together.

\section*{Part (f): where each picture holds}

\textbf{Question.} Estimate the radius that separates single-surface motion from the region where the cancellation acts, for $|\mu|=\frac12$.

\textbf{Model answer.} The off-diagonal element of (\ref{eq:angular}) has magnitude $\hbar^2|\mu|/(2M\rho^2)=\hbar^2/(4M\rho^2)$. It competes with the gap $2g\rho$. They are equal at
\begin{equation}
\frac{\hbar^2}{4M\rho_c^2}=2g\rho_c\quad\Longrightarrow\quad
\rho_c=\Big(\frac{\hbar^2}{8Mg}\Big)^{1/3},
\end{equation}
and elsewhere their ratio is $(\rho_c/\rho)^3$. Well outside $\rho_c$ the gap keeps the surfaces apart, provided it is also large compared with the energy scale of the radial motion, and then both repulsions must be retained on the lower surface. In the lowest state of the steep cone of part (g) the local share of the combination without a barrier is $0.90$, $0.75$ and $0.58$ at $\rho_c/2$, $\rho_c$ and $2\rho_c$, tending to $\frac12$. For the shallow cone the gap at $2\rho_c$ is still well below $\hbar\omega$, and the share there is $0.98$. Inside $\rho_c$ the gap is too small to prevent the combination without a barrier from forming. This is an estimate of scale, not a sharp boundary.

\section*{Part (g): two numerical cases}

\textbf{Question.} Take $V_c=\frac12M\omega^2\rho^2$ with $M=2000$ and $\hbar\omega=0.005$ hartree, in atomic units. Discuss the lowest level for $g=0.05$ and for $g=0.001$ hartree/bohr.

\textbf{Model answer.} The oscillator length is $a=\sqrt{\hbar/(M\omega)}=1/\sqrt{10}=0.3162$ bohr. The lower surface has its minimum at $\rho_0=g/(M\omega^2)=g/0.05$ bohr. The levels below come from numerical solution of (\ref{eq:radial}) and its single-surface versions. A separate diagonalization in the diabatic basis, with Cartesian oscillator functions, reproduces the full levels.

\textit{Steep cone, $g=0.05$.} Here $\rho_0=1.0$ bohr and $\rho_c=800^{-1/3}=0.108$ bohr, so the nuclei stay mostly far outside $\rho_c$. The full level is $-0.0224250$ hartree ($-4921.7$ cm$^{-1}$). Relative to it, the single-surface errors are:
\begin{center}
\begin{tabular}{lcc}
terms kept & barrier number & error (cm$^{-1}$)\\
phase and correction & $1/2$ & $+0.17$\\
one of the two & $1/4$ & $-16.37$\\
neither & $0$ & $-33.23$
\end{tabular}
\end{center}
Each quarter of barrier number is worth about $16.5$ to $17$ cm$^{-1}$. At $\rho_0$ itself it would be $13.7$ cm$^{-1}$, but the radial motion spreads over a variance of about $a^2/2=0.05$ bohr$^2$. Expanding $1/\rho^2$ about $\rho_0$ then multiplies this by $1+3(0.05)=1.15$, giving $15.8$ cm$^{-1}$; the rest lies in terms beyond this estimate.

The remaining error of $+0.17$ cm$^{-1}$ is positive because restricting the function to one surface is a variational restriction. The component with a barrier has weight $0.498$, close to the value $\frac12$ for a state on one surface. The derivative coupling lowers the level by only this $0.17$ cm$^{-1}$, so there is almost no compensation here.

The gap from $|\mu|=\frac12$ to $\frac32$ shows mainly the effect of the phase. On one surface the barrier number rises by $\frac94-\frac14=2$, whereas without the phase the step from $\mu=0$ to $1$ raises it by $1$. The gaps are $126.2$ and $65.0$ cm$^{-1}$, and the full result is $125.7$ cm$^{-1}$. The diagonal correction adds the same $\frac14$ to the barrier numbers of both levels, so it drops out of the difference of the barrier numbers; it is the phase that raises this difference from $1$ to $2$. The energy is not exactly linear in the barrier number, so the gaps keep a small dependence on the correction: without it they are $127.5$ and $65.9$ cm$^{-1}$.

\textit{Shallow cone, $g=0.001$.} Now $\rho_0=0.02$ bohr is much smaller than $a$, and $\rho_c=16^{-1/3}=0.397$ bohr exceeds $a$. The nuclear density is centred on the apex and lies mostly inside $\rho_c$. To see what to expect, put $g=0$: the function $\rho^se^{-\rho^2/2a^2}$ solves the radial equation with barrier number $s^2$ and energy $\hbar\omega(1+s)$. The full problem has $s=0$ and energy $0.0050$ hartree. Without the phase $s=\frac12$, which gives $0.0075$ hartree.

The cone term $g\rho\sigma_z$ reverses $\sigma_y$. It therefore has no first-order effect on the $s=0$ state, but couples it to the $s=1$ state one quantum higher. The normalized radial functions are $u_0=(\sqrt2/a)e^{-\rho^2/2a^2}$ and $v_0=(\sqrt2\rho/a^2)e^{-\rho^2/2a^2}$. Since $\rho u_0=a v_0$, the matrix element is $ga$, and to second order
\begin{equation}
E\simeq\hbar\omega-\frac{g^2a^2}{\hbar\omega}
=0.0050-\frac{10^{-6}\cdot0.1}{0.005}=0.00498\ \text{hartree}.
\end{equation}
The numerical level is $0.0049800$ hartree ($1093.0$ cm$^{-1}$). The weight of the component with a barrier should be $(ga/\hbar\omega)^2=0.0632^2=0.0040$, as found. The cancellation is nearly complete.

Ignoring the phase in the two-state problem gives $0.0071410$ hartree at $\mu=0$, too high by $474$ cm$^{-1}$, or $0.43\,\hbar\omega$. The single surface with both repulsions, so accurate for the steep cone, is now the worst choice, with an error of $+695$ cm$^{-1}$. Dropping both gives $-58$ cm$^{-1}$. That smaller error does not justify a single surface: the missing barrier imitates the cancellation, while the state is wrongly confined to the lower cone and lowered in first order by $g\langle\rho\rangle$. For the steep cone the same omission was the worst of the choices.

\section*{Computed values}
\begin{verbatim}
mass M = 2000 electron masses
harmonic quantum = 0.0050 hartree = 1097.4 cm^-1
oscillator length = 0.3162 bohr
rho = 0.1 bohr: coupling = 5.0000 bohr^-1, correction = 6.2500e-03 hartree = 1371.72 cm^-1
rho = 0.2 bohr: coupling = 2.5000 bohr^-1, correction = 1.5625e-03 hartree = 342.93 cm^-1
rho = 0.5 bohr: coupling = 1.0000 bohr^-1, correction = 2.5000e-04 hartree = 54.87 cm^-1
rho = 1.0 bohr: coupling = 0.5000 bohr^-1, correction = 6.2500e-05 hartree = 13.72 cm^-1
warped cone (b = 1 bohr^-1, phi = 0.4 rad), rho = 0.002 bohr: rho*coupling - 1/2 = -1.091e-03
warped cone (b = 1 bohr^-1, phi = 0.4 rad), rho = 0.001 bohr: rho*coupling - 1/2 = -5.446e-04
sign after loop around apex = -1, beside apex = +1
mu = 0.0: two-surface barrier numbers = 0.25, 0.25; one-surface number = 0.25
mu = 0.5: two-surface barrier numbers = 0.00, 1.00; one-surface number = 0.50
mu = 1.0: two-surface barrier numbers = 0.25, 2.25; one-surface number = 1.25
mu = 1.5: two-surface barrier numbers = 1.00, 4.00; one-surface number = 2.50
strong case: slope g = 0.050 hartree/bohr
  radius of lower-surface minimum = 1.0000 bohr
  crossover radius rho_c = 0.1077 bohr
  full two-state level, mu = 1/2: -0.0224250 hartree = -4921.72 cm^-1
  Cartesian diabatic level: -0.0224250 hartree
  two-state without phase, mu = 0: -0.0224996 hartree
  one surface, phase and correction: -0.0224242 hartree, error +0.170 cm^-1
  one surface, phase only or correction only: -0.0224996 hartree, error -16.374 cm^-1
  one surface, neither: -0.0225764 hartree, error -33.233 cm^-1
  weight of component with barrier = 0.4982
  first angular gap: full 125.67, one surface with phase 126.22, without 65.01 cm^-1
weak case: slope g = 0.001 hartree/bohr
  radius of lower-surface minimum = 0.0200 bohr
  crossover radius rho_c = 0.3969 bohr
  full two-state level, mu = 1/2: 0.0049800 hartree = 1092.99 cm^-1
  Cartesian diabatic level: 0.0049800 hartree
  two-state without phase, mu = 0: 0.0071410 hartree
  one surface, phase and correction: 0.0081489 hartree, error +695.488 cm^-1
  one surface, phase only or correction only: 0.0071410 hartree, error +474.267 cm^-1
  one surface, neither: 0.0047177 hartree, error -57.582 cm^-1
  weight of component with barrier = 0.0040
  lowering by the phase in the two-state problem = 474.27 cm^-1
\end{verbatim}
